# Threshold shift from a thin acceptor sheet in a MOS depletion region: a program that tests the result

```python
# Threshold shift of a MOS structure by a thin acceptor sheet, at fixed surface potential.
# Result under test, for a sheet inside the depletion region:
#   W = sqrt(W0^2 - 2 D s/N),  shift = (q/C) [D - N (W0 - W)]
# N: uniform acceptor density, D: sheet dose, s: sheet depth, C: oxide capacitance
# per area, W0 and W: depletion widths without and with the sheet.
# If the dose exceeds N (W0^2 - s^2)/(2 s), the edge is pinned at the sheet.
# Internal units: cm, V, C, F. Densities of charge are counted in elementary charges.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ai_zeros, ndtr

NM = 1e-7
q = sc.e
eps_si = 11.7 * sc.epsilon_0 / 100
eps_ox = 3.9 * sc.epsilon_0 / 100
k = q / eps_si
N, D, s = 1e17, 5e11, 30 * NM
t_ox, straggle = 7 * NM, 12 * NM
T, n_i, gap = 300.0, 1e10, 1.12
v = sc.k * T / q
C = eps_ox / t_ox
psi_s = 2 * v * np.log(N / n_i)


def bare_width(psi):
    return np.sqrt(2 * psi / (k * N))


def formula(psi, dose, depth):
    """Depletion width and number of uncovered acceptors per area."""
    w0 = bare_width(psi)
    if depth >= w0:
        return w0, N * w0
    limit = N * (w0**2 - depth**2) / (2 * depth)
    if dose > limit:
        return depth, N * depth + limit
    w = np.sqrt(w0**2 - 2 * dose * depth / N)
    return w, N * w + dose


def shift(psi, dose, depth):
    return q / C * (formula(psi, dose, depth)[1] - N * bare_width(psi))


def gaussian(x, dose, centre, sigma):
    return dose * np.exp(-0.5 * ((x - centre) / sigma)**2) / (sigma * np.sqrt(2 * np.pi))


def integrate_depletion(extra):
    """Find the edge by integrating Poisson's equation twice on a grid."""
    def surface(w):
        x = np.linspace(0, w, 40001)
        charge = cumulative_trapezoid(N + extra(x), x, initial=0)
        field = k * (charge[-1] - charge)
        return trapezoid(field, x), charge[-1]
    w = brentq(lambda u: surface(u)[0] - psi_s, NM, 1.5 * bare_width(psi_s),
               xtol=1e-17, rtol=1e-12)
    return w, surface(w)[1]


def numeric_shift(extra):
    return q / C * (integrate_depletion(extra)[1] - N * bare_width(psi_s))


def narrow(dose, depth):
    return lambda x: gaussian(x, dose, depth, 0.05 * NM)


W0 = bare_width(psi_s)
W, count = formula(psi_s, D, s)
dV = shift(psi_s, D, s)
D_limit = N * (W0**2 - s**2) / (2 * s)

# Width, shift and the rationalised form against double integration
W_num, count_num = integrate_depletion(narrow(D, s))
dV_num = q / C * (count_num - N * W0)
assert abs(W_num / W - 1) < 1e-5
assert abs(dV_num / dV - 1) < 1e-4
assert abs(q * D / C * (1 - 2 * s / (W0 + W)) / dV_num - 1) < 1e-4

# Slope with dose
slope_num = (numeric_shift(narrow(1.01 * D, s)) - numeric_shift(narrow(0.99 * D, s))) / (0.02 * D)
slope = q / C * (1 - s / W)
assert abs(slope_num / slope - 1) < 1e-3

# Pinned edge: the finite sheet width of 0.05 nm limits the agreement
dV_sat = q * N * (W0 - s)**2 / (2 * s * C)
dV_sat_num = numeric_shift(narrow(2 * D_limit, s))
assert abs(dV_sat_num / dV_sat - 1) < 6e-3
assert abs(shift(psi_s, 2 * D_limit, s) / dV_sat - 1) < 1e-10

# Sheet beyond the bare depletion width has no effect
assert abs(numeric_shift(narrow(D, 1.2 * W0))) < 1e-6

# Broad asymmetric profile with the same dose and centroid
def two_peaks(x):
    return (gaussian(x, 0.75 * D, 20 * NM, 3 * NM)
            + gaussian(x, 0.25 * D, 60 * NM, 3 * NM))


dV_two = numeric_shift(two_peaks)
assert abs(dV_two / dV - 1) < 1e-4

# Small-dose expansion from the potential equation
w_, d_ = sp.symbols('w d')
n_, w0_, s_ = sp.symbols('n w0 s', positive=True)
roots = sp.solve(n_ * w_**2 / 2 + d_ * s_ - n_ * w0_**2 / 2, w_)
root = [r for r in roots if sp.simplify(r.subs(d_, 0) - w0_) == 0][0]
net = d_ - n_ * (w0_ - root)
first = sp.diff(net, d_).subs(d_, 0)
second = sp.diff(net, d_, 2).subs(d_, 0) / 2
assert sp.simplify(first - (1 - s_ / w0_)) == 0
assert sp.simplify(second + s_**2 / (2 * n_ * w0_**3)) == 0
dV_first = q / C * D * (1 - s / W0)
dV_second = dV_first - q / C * D**2 * s**2 / (2 * N * W0**3)


def poisson_boltzmann(extra, n_bulk, h=0.2 * NM, length=350 * NM):
    """Damped Newton solution; returns grid, potential, total charge count."""
    x = h * np.arange(int(round(length / h)) + 1)
    psi = psi_s * np.maximum(1 - x / W0, 0)**2
    doping = N - n_bulk + extra(x)
    for _ in range(2000):
        p, n = N * np.exp(-psi / v), n_bulk * np.exp(psi / v)
        residual = (psi[:-2] - 2 * psi[1:-1] + psi[2:]) / h**2 - k * (doping - p + n)[1:-1]
        bands = np.full((3, len(x) - 2), 1 / h**2)
        bands[1] = -2 / h**2 - k * (p + n)[1:-1] / v
        step = solve_banded((1, 1), bands, -residual)
        largest = np.max(np.abs(step))
        psi[1:-1] += step * min(1.0, v / max(largest, 1e-30))
        if largest < 1e-9:
            break
    else:
        raise AssertionError("Poisson-Boltzmann iteration did not converge")
    rho = doping - N * np.exp(-psi / v) + n_bulk * np.exp(psi / v)
    field = (psi[0] - psi[1]) / h + 0.5 * h * k * rho[0]
    return x, psi, field / k


def no_sheet(x):
    return np.zeros_like(x)


def grid_sheet(x):
    h = x[1] - x[0]
    return np.where(np.abs(x - s) < 0.5 * h, D / h, 0.0)


def implant(x):
    return gaussian(x, D, s, straggle) / ndtr(s / straggle)


def pb_shift(extra, n_bulk, h=0.2 * NM):
    return q / C * (poisson_boltzmann(extra, n_bulk, h)[2]
                    - poisson_boltzmann(no_sheet, n_bulk, h)[2])


# Thermal edge: with holes only, psi is replaced by psi - kT/q
dV_holes = pb_shift(grid_sheet, 0.0)
dV_thermal = shift(psi_s - v, D, s)
assert abs(dV_holes / dV_thermal - 1) < 5e-4
psi_sheet = k * N * (W - s)**2 / 2
x_pb, psi_pb, _ = poisson_boltzmann(grid_sheet, 0.0)
W_th = formula(psi_s - v, D, s)[0]
assert abs(np.interp(s, x_pb, psi_pb) - (v + k * N * (W_th - s)**2 / 2)) < 1e-3

# Full carrier statistics, sharp sheet and implant with straggle
n_bulk = n_i**2 / N
dV_full = pb_shift(grid_sheet, n_bulk)
dV_fine = pb_shift(grid_sheet, n_bulk, 0.1 * NM)
dV_implant = pb_shift(implant, n_bulk)
assert abs(dV_full - dV_fine) < 1e-4
assert abs(dV_full / dV - 1) < 0.05
assert abs(dV_implant / dV - 1) < 0.05
x_fine = np.linspace(0, 200 * NM, 20001)
dose_check = trapezoid(implant(x_fine), x_fine)
assert abs(dose_check / D - 1) < 1e-5
centroid = trapezoid(x_fine * implant(x_fine), x_fine) / dose_check

# Fixed inversion charge instead of fixed surface potential
F0, F = k * N * W0, k * count
airy = -ai_zeros(1000)[0]


def subband_sum(field):
    """Boltzmann sum over triangular-well levels, silicon (100) surface."""
    total = 0.0
    for valleys, m_z, m_dos in ((2, 0.916, 0.190), (4, 0.190, np.sqrt(0.190 * 0.916))):
        unit = ((sc.hbar * q * field * 100)**2 / (2 * m_z * sc.m_e))**(1 / 3) / q
        total += valleys * m_dos * np.sum(np.exp(-airy * unit / v))
    return total


# In a weak field the subband sum must approach the classical 1/field law
weak = np.log(subband_sum(F0 / 100) / subband_sum(F / 100))
assert abs(weak - np.log(F / F0)) < 0.015
dpsi_classical = v * np.log(F / F0)
dpsi_quantum = v * np.log(subband_sum(F0) / subband_sum(F))


def shift_with_extra_bending(dpsi):
    return dpsi + q / C * (formula(psi_s + dpsi, D, s)[1] - N * W0)


dV_classical = shift_with_extra_bending(dpsi_classical)
dV_quantum = shift_with_extra_bending(dpsi_quantum)

# Hot operation with rough scaling of the intrinsic density
T_hot = 400.0
n_hot = n_i * (T_hot / T)**1.5 * np.exp(-gap * q / (2 * sc.k) * (1 / T_hot - 1 / T))
psi_hot = 2 * sc.k * T_hot / q * np.log(N / n_hot)
dV_hot = shift(psi_hot, D, s)

print(f"Acceptor density N = {N:.2e} cm^-3")
print(f"Sheet dose D = {D:.2e} cm^-2, depth s = {s/NM:.1f} nm")
print(f"Oxide thickness = {t_ox/NM:.1f} nm, C = {C*1e6:.4f} uF/cm2")
print(f"Relative permittivities: Si {eps_si*100/sc.epsilon_0:.1f}, oxide {eps_ox*100/sc.epsilon_0:.1f}")
print(f"T = {T:.0f} K, kT/q = {v*1e3:.2f} mV, n_i = {n_i:.1e} cm^-3")
print(f"Surface potential = {psi_s:.4f} V")
print(f"Width without sheet W0 = {W0/NM:.2f} nm")
print(f"Width with sheet W = {W/NM:.2f} nm, by integration {W_num/NM:.2f} nm")
print(f"Width reduction = {(W0-W)/NM:.2f} nm")
print(f"Bulk acceptors without sheet N*W0 = {N*W0:.4e} cm^-2")
print(f"Bulk acceptors lost N*(W0-W) = {N*(W0-W):.4e} cm^-2")
print(f"Net added acceptors = {D-N*(W0-W):.4e} cm^-2")
print(f"Potential drop due to sheet q*D*s/eps = {k*D*s:.4f} V")
print(f"Potential at sheet = {psi_sheet:.4f} V")
print(f"Full-dose estimate q*D/C = {q*D/C*1e3:.2f} mV")
print(f"Threshold shift = {dV*1e3:.2f} mV, by integration {dV_num*1e3:.2f} mV")
print(f"Shift / full-dose estimate = {dV/(q*D/C):.4f}")
print(f"First-order shift = {dV_first*1e3:.2f} mV")
print(f"Second-order shift = {dV_second*1e3:.2f} mV")
print(f"Slope = {slope*1e14:.3f} mV per 1e11 cm^-2, numeric {slope_num*1e14:.3f}")
print(f"Limiting dose Dc = {D_limit:.3e} cm^-2")
print(f"Saturated shift = {dV_sat*1e3:.1f} mV, by integration {dV_sat_num*1e3:.1f} mV")
print(f"Two-peak profile, same centroid: shift = {dV_two*1e3:.2f} mV")
print("Depth (nm), width (nm), shift (mV), limiting dose (cm^-2), at dose D:")
for depth in (10, 30, 60, 90):
    z = depth * NM
    cap = N * (W0**2 - z**2) / (2 * z)
    print(f"  {depth:3d}  {formula(psi_s, D, z)[0]/NM:7.2f}  {shift(psi_s, D, z)*1e3:7.2f}  {cap:.3e}")
print(f"Thermal-edge formula = {dV_thermal*1e3:.2f} mV, holes-only solver {dV_holes*1e3:.2f} mV")
print(f"Full solver, sharp sheet = {dV_full*1e3:.2f} mV")
print(f"Mesh 0.2 to 0.1 nm changes this by {(dV_fine-dV_full)*1e3:.4f} mV")
print(f"Implant straggle = {straggle/NM:.1f} nm, centroid = {centroid/NM:.2f} nm")
print(f"Full solver, implant with straggle = {dV_implant*1e3:.2f} mV")
print(f"Surface field without sheet = {F0/1e6:.4f} MV/cm")
print(f"Surface field with sheet = {F/1e6:.4f} MV/cm")
print(f"Field step at sheet = {k*D/1e6:.4f} MV/cm")
print(f"Oxide field with sheet = {F*eps_si/eps_ox/1e6:.3f} MV/cm")
print("Fixed inversion charge instead of fixed surface potential:")
print(f"  classical: extra bending {dpsi_classical*1e3:.2f} mV, shift {dV_classical*1e3:.2f} mV")
print(f"  subbands: extra bending {dpsi_quantum*1e3:.2f} mV, shift {dV_quantum*1e3:.2f} mV")
print(f"At {T_hot:.0f} K: n_i = {n_hot:.2e} cm^-3 (gap {gap:.2f} eV)")
print(f"  surface potential = {psi_hot:.4f} V, shift = {dV_hot*1e3:.2f} mV")
print("all tests passed")
```

Output:

```
Acceptor density N = 1.00e+17 cm^-3
Sheet dose D = 5.00e+11 cm^-2, depth s = 30.0 nm
Oxide thickness = 7.0 nm, C = 0.4933 uF/cm2
Relative permittivities: Si 11.7, oxide 3.9
T = 300 K, kT/q = 25.85 mV, n_i = 1.0e+10 cm^-3
Surface potential = 0.8334 V
Width without sheet W0 = 103.81 nm
Width with sheet W = 88.19 nm, by integration 88.19 nm
Width reduction = 15.63 nm
Bulk acceptors without sheet N*W0 = 1.0381e+12 cm^-2
Bulk acceptors lost N*(W0-W) = 1.5625e+11 cm^-2
Net added acceptors = 3.4375e+11 cm^-2
Potential drop due to sheet q*D*s/eps = 0.2320 V
Potential at sheet = 0.2618 V
Full-dose estimate q*D/C = 162.39 mV
Threshold shift = 111.64 mV, by integration 111.64 mV
Shift / full-dose estimate = 0.6875
First-order shift = 115.46 mV
Second-order shift = 112.20 mV
Slope = 21.430 mV per 1e11 cm^-2, numeric 21.430
Limiting dose Dc = 1.646e+12 cm^-2
Saturated shift = 294.9 mV, by integration 295.6 mV
Two-peak profile, same centroid: shift = 111.64 mV
Depth (nm), width (nm), shift (mV), limiting dose (cm^-2), at dose D:
   10    98.88   146.37  5.338e+12
   30    88.19   111.64  1.646e+12
   60    69.11    49.70  5.981e+11
   90    90.00     3.44  1.487e+11
Thermal-edge formula = 110.69 mV, holes-only solver 110.69 mV
Full solver, sharp sheet = 109.37 mV
Mesh 0.2 to 0.1 nm changes this by -0.0016 mV
Implant straggle = 12.0 nm, centroid = 30.21 nm
Full solver, implant with straggle = 108.99 mV
Surface field without sheet = 0.1606 MV/cm
Surface field with sheet = 0.2137 MV/cm
Field step at sheet = 0.0773 MV/cm
Oxide field with sheet = 0.641 MV/cm
Fixed inversion charge instead of fixed surface potential:
  classical: extra bending 7.39 mV, shift 120.79 mV
  subbands: extra bending 15.87 mV, shift 131.26 mV
At 400 K: n_i = 3.46e+12 cm^-3 (gap 1.12 eV)
  surface potential = 0.7081 V, shift = 106.44 mV
all tests passed
```
